# The ZORA Zeeman and hyperfine operators for point and finite nuclei, part 1

(Sections cited here and not found follow in the later parts.)

## 1. What symmetry and dimensions allow

One electron moves in the spherical potential $V(r)$ of a fixed nucleus. The nucleus carries a magnetic dipole $\boldsymbol\mu$, and a uniform field $\mathbf B$ may be applied. The wanted operators are those linear in $\boldsymbol\mu$ or in $\mathbf B$, acting on two-component spinors and containing at most one power of the momentum. Let $\mathbf v$ stand for either $\boldsymbol\mu$ or $\mathbf B$. It is an axial vector and odd under time reversal, like the Pauli vector $\boldsymbol\sigma$ and like $\mathbf L=\mathbf r\times\mathbf p$. The operator must be a scalar, even under parity, and even under time reversal when $\mathbf v$ is reversed along with everything else.

Without momentum, $\mathbf v$ needs one more time-odd factor, which can only be $\boldsymbol\sigma$. The scalars are $\boldsymbol\sigma\cdot\mathbf v$, $(\boldsymbol\sigma\cdot\hat{\mathbf r})(\mathbf v\cdot\hat{\mathbf r})$ and $\boldsymbol\sigma\cdot(\mathbf v\times\hat{\mathbf r})$, and the last is odd under parity. With one momentum, $\mathbf p$ supplies the second time-odd factor, so $\boldsymbol\sigma$ must be absent, and the parity-even scalar is $\mathbf v\cdot\mathbf L$. Hence

$$H^{(1)}=f_1(r)\,\mathbf v\cdot\mathbf L+f_2(r)\,\boldsymbol\sigma\cdot\mathbf v+f_3(r)\,\big[3(\boldsymbol\sigma\cdot\hat{\mathbf r})(\mathbf v\cdot\hat{\mathbf r})-\boldsymbol\sigma\cdot\mathbf v\big].$$

The bracket has zero average over directions, because the average of $\hat r_i\hat r_j$ is $\delta_{ij}/3$. The expectation value in an $s$ state therefore contains $f_2$ alone; the bracket can still connect an $s$ state to states of $l=2$.

A dipole moment produces a field of size moment divided by length cubed, so for $\mathbf v=\boldsymbol\mu$ the $f_i$ have the dimension of an inverse volume, apart from fixed constants. For $\mathbf v=\mathbf B$ they are pure numbers times the Bohr magneton. In nonrelativistic theory the magnetic operators do not contain $V$ and know no length. The only choices are then $r^{-3}$ and $\delta(\mathbf r)$ for the dipole, and constants for the uniform field. A term $r^{-3}$ in $f_2$ would diverge logarithmically against any density that is finite and nonzero at the nucleus, which leaves $f_2\propto\delta(\mathbf r)$, the Fermi contact term.

Once the rest energy enters, a point charge $V=-Z/r$ defines a length, the radius at which $|V|$ reaches the gap $2c^2$ between the positive- and negative-energy states:

$$a=\frac{Z}{2c^2}.$$

Dimensions now allow $f_2=a^{-3}\,\Phi(r/a)$ for the dipole and functions of $r/a$ for the uniform field, and the nonrelativistic forms must return as $c\to\infty$, where $a\to0$. Dimensions alone do not exclude a further dependence on the pure number $Z/c$, since $1/c$ is also a length; that the operators below depend on $r/a$ alone follows from the form of the kinematic factor in section 2. The function $\Phi$ has to be calculated, and it has to be decided whether a true delta function survives beside it.

## 2. Conventions and the ZORA Hamiltonian

Hartree atomic units are used: $\hbar=m_e=e=4\pi\varepsilon_0=1$ and $c=1/\alpha=137.036$. The electron has charge $-1$, so the kinetic momentum is $\boldsymbol\pi=\mathbf p+\mathbf A$ with $\mathbf p=-i\nabla$, and the Bohr magneton is $\tfrac12$. From $\mu_0\varepsilon_0=1/c^2$ follows $\mu_0/4\pi=\alpha^2$. The vector potentials are

$$\mathbf A_B=\tfrac12\,\mathbf B\times\mathbf r,\qquad \mathbf A_\mu=\alpha^2\,\frac{\boldsymbol\mu\times\mathbf r}{r^3},$$

with $\mathbf r$ measured from the nucleus. The nucleus is infinitely heavy and radiative corrections are left out, so the free electron has $g=2$.

With the energy $E$ counted from the rest energy $c^2$, the Dirac equation for the large component $\phi$ and the small component $\chi$ reads

$$(V-E)\phi+c\,\boldsymbol\sigma\cdot\boldsymbol\pi\,\chi=0,\qquad c\,\boldsymbol\sigma\cdot\boldsymbol\pi\,\phi+(V-E-2c^2)\chi=0 .$$

The second equation gives $\chi$ exactly:

$$\chi=\frac{c}{2c^2-V+E}\,\boldsymbol\sigma\cdot\boldsymbol\pi\,\phi=\frac{c}{2c^2-V}\left(1+\frac{E}{2c^2-V}\right)^{-1}\boldsymbol\sigma\cdot\boldsymbol\pi\,\phi .$$

For $V\le0$ the quantity $|E|/(2c^2-V)$ is at most $|E|/2c^2$ everywhere, and it goes to zero at a point nucleus. The zeroth-order regular approximation (ZORA) sets the bracket to one. With the kinematic factor

$$K(\mathbf r)=\frac{2c^2}{2c^2-V}=\left(1-\frac{V}{2c^2}\right)^{-1}$$

one has $\chi=K\,\boldsymbol\sigma\cdot\boldsymbol\pi\,\phi/2c$, and the first equation becomes $H\phi=E\phi$ with

$$H=V+\tfrac12\,\boldsymbol\sigma\cdot\boldsymbol\pi\,K\,\boldsymbol\sigma\cdot\boldsymbol\pi .$$

This is an ordinary Hermitian eigenvalue problem, and $\phi$ is normalised alone, $\langle\phi|\phi\rangle=1$. A constant added to $V$ changes $K$, so the zero of $V$ is part of the definition of the method. Here $V\to0$ at infinity and $K(\infty)=1$. The potential inside $K$ does not depend on the magnetic fields.

For a point charge, $V/2c^2=-a/r$ and

$$K=\frac{r}{r+a},\qquad K'=\frac{(r+a)-r}{(r+a)^2}=\frac{a}{(r+a)^2}.$$

So $K(0)=0$, $K(a)=\tfrac12$, and $K\approx r/a$ for $r\ll a$. If other nuclei or a mean field add a part $V_1$ that is bounded at this nucleus, then $K=r/[a+r(1-V_1/2c^2)]$, and the leading behaviour $r/a$ is unchanged.

## 3. The simple case, $K=1$

One identity serves throughout. For any vector field $\mathbf W(\mathbf r)$, the product rule $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$ gives

$$\boldsymbol\sigma\cdot\mathbf p\;\boldsymbol\sigma\cdot\mathbf W+\boldsymbol\sigma\cdot\mathbf W\;\boldsymbol\sigma\cdot\mathbf p=\mathbf p\cdot\mathbf W+\mathbf W\cdot\mathbf p+i\,\sigma_k\,\epsilon_{kij}\,(p_iW_j+W_ip_j).$$

Acting on a function $\psi$, the last factor is

$$\epsilon_{kij}\big[(p_iW_j)\psi+W_j\,p_i\psi+W_i\,p_j\psi\big].$$

The second and third terms together are symmetric in $i$ and $j$ and vanish against $\epsilon_{kij}$. The first is $-i(\nabla\times\mathbf W)_k\psi$. Since $i\cdot(-i)=1$,

$$\boldsymbol\sigma\cdot\mathbf p\;\boldsymbol\sigma\cdot\mathbf W+\boldsymbol\sigma\cdot\mathbf W\;\boldsymbol\sigma\cdot\mathbf p=\{\mathbf p,\mathbf W\}+\boldsymbol\sigma\cdot(\nabla\times\mathbf W),\tag{1}$$

where $\{\mathbf p,\mathbf W\}=\mathbf p\cdot\mathbf W+\mathbf W\cdot\mathbf p$ and the curl acts on $\mathbf W$ only.

For $K=1$ the part of $\tfrac12(\boldsymbol\sigma\cdot\boldsymbol\pi)^2$ linear in $\mathbf A$ is half of (1) with $\mathbf W=\mathbf A$. Both potentials have the form $f(r)\,\mathbf v\times\mathbf r$. For a constant $\mathbf v$ and any field $\mathbf F$,

$$\nabla\times(\mathbf v\times\mathbf F)=\mathbf v\,(\nabla\cdot\mathbf F)-(\mathbf v\cdot\nabla)\mathbf F .$$

For the uniform field $\mathbf F=\mathbf r/2$, and the curl is $\tfrac32\mathbf B-\tfrac12\mathbf B=\mathbf B$. For the orbital part, $(\mathbf v\times\mathbf r)\cdot\mathbf p=\mathbf v\cdot(\mathbf r\times\mathbf p)=\mathbf v\cdot\mathbf L$, and $\mathbf p\cdot(\mathbf v\times\mathbf r)$ equals the same operator because $\nabla\cdot(\mathbf v\times\mathbf r)=0$. Thus $H_Z=\tfrac12\mathbf B\cdot(\mathbf L+\boldsymbol\sigma)$, which is the Bohr magneton times $\mathbf B\cdot(\mathbf L+2\mathbf S)$.

For the dipole at $r\ne0$, $\mathbf F=\mathbf r/r^3$ has zero divergence, since $3/r^3-3r^2/r^5=0$, and $(\boldsymbol\mu\cdot\nabla)(\mathbf r/r^3)=\boldsymbol\mu/r^3-3\mathbf r(\boldsymbol\mu\cdot\mathbf r)/r^5$. The field is $\alpha^2[3\hat{\mathbf r}(\hat{\mathbf r}\cdot\boldsymbol\mu)-\boldsymbol\mu]/r^3$. At the origin a definition is needed. The dipole is replaced by a uniformly magnetised sphere of radius $R$,

$$\mathbf A=\alpha^2 f(r)\,\boldsymbol\mu\times\mathbf r,\qquad f=\frac{1}{\max(r,R)^3}.$$

Inside, $\mathbf F=\mathbf r/R^3$ and the curl is $\alpha^2(3-1)\boldsymbol\mu/R^3=2\alpha^2\boldsymbol\mu/R^3$. The potential is continuous at $r=R$, so the curl has no surface delta function. Let $\delta_R=3/(4\pi R^3)$ inside the sphere and zero outside, a function of unit volume integral. The inner field is $(8\pi/3)\alpha^2\boldsymbol\mu\,\delta_R$. From here on, "the delta term" means the limit $R\to0$ of this piece, and the $r^{-3}$ term is integrated outside the sphere. For $K=1$,

$$H_\mu=\alpha^2\left\{\frac{\boldsymbol\mu\cdot\mathbf L}{r^3}+\frac{4\pi}{3}\,\boldsymbol\sigma\cdot\boldsymbol\mu\,\delta(\mathbf r)+\frac{3(\boldsymbol\sigma\cdot\hat{\mathbf r})(\boldsymbol\mu\cdot\hat{\mathbf r})-\boldsymbol\sigma\cdot\boldsymbol\mu}{2r^3}\right\},$$

which has the three structures of section 1.

Check on hydrogen. In an $s$ state the operator reduces to $(4\pi/3)\alpha^2 D\,\boldsymbol\sigma\cdot\boldsymbol\mu$, where $D$ is the expectation value of the delta function. For nuclear spin $I=\tfrac12$ and maximum projection $\mu$, $\boldsymbol\mu=2\mu\mathbf I$, and $\boldsymbol\sigma=2\mathbf S$. With $\mathbf F_{\rm tot}=\mathbf S+\mathbf I$, $\mathbf S\cdot\mathbf I=\tfrac12[F(F+1)-\tfrac32]$ is $\tfrac14$ for $F=1$ and $-\tfrac34$ for $F=0$. The difference is one, so

$$\Delta E=\frac{16\pi}{3}\,\alpha^2\mu\,D.\tag{2}$$

The nonrelativistic 1s density at the nucleus is $Z^3/\pi$, or $0.3183099\ \text{bohr}^{-3}$ for $Z=1$. The nuclear magneton is $\mu_N=m_e/2m_p=2.723085\times10^{-4}$ in these units and the proton moment is $2.792847\,\mu_N$, so $\mu=7.60516\times10^{-4}$. With $\alpha^2=1/137.036^2=5.32514\times10^{-5}$,

$$\Delta E=16.7552\times5.32514\times10^{-5}\times7.60516\times10^{-4}\times0.3183099=2.15992\times10^{-7}\ E_h,$$

or $1421$ MHz. The numerical check checks this number against the same splitting evaluated in SI units, which tests the factor $\alpha^2$ and the magnetons.

## 4. General $K(\mathbf r)$

Insert $\boldsymbol\pi=\mathbf p+\mathbf A$ in $H$ and sort by powers of $\mathbf A$:

$$H^{(0)}=V+\tfrac12\boldsymbol\sigma\cdot\mathbf p\,K\,\boldsymbol\sigma\cdot\mathbf p,$$

$$H^{(1)}=\tfrac12\big[\boldsymbol\sigma\cdot\mathbf p\,K\,\boldsymbol\sigma\cdot\mathbf A+\boldsymbol\sigma\cdot\mathbf A\,K\,\boldsymbol\sigma\cdot\mathbf p\big],\qquad H^{(2)}=\tfrac12\,\boldsymbol\sigma\cdot\mathbf A\,K\,\boldsymbol\sigma\cdot\mathbf A .$$

$K$ is a scalar function of position and commutes with $\boldsymbol\sigma$ and $\mathbf A$. So $H^{(1)}$ is half of (1) with $\mathbf W=K\mathbf A$, and the product rule $\nabla\times(K\mathbf A)=K\,\nabla\times\mathbf A+\nabla K\times\mathbf A$ gives

$$H^{(1)}=\tfrac12\{\mathbf p,K\mathbf A\}+\tfrac12\,\boldsymbol\sigma\cdot\big[K\,\nabla\times\mathbf A+\nabla K\times\mathbf A\big].\tag{3}$$

The spin couples to the curl of $K\mathbf A$ and no longer to the magnetic field itself. In $H^{(2)}$, $(\boldsymbol\sigma\cdot\mathbf A)^2=A^2$ because $\mathbf A\times\mathbf A=0$, so $H^{(2)}=\tfrac12KA^2$. Its cross term for $\mathbf A=\mathbf A_B+\mathbf A_\mu$ is $K\mathbf A_B\cdot\mathbf A_\mu$, and with $(\mathbf B\times\mathbf r)\cdot(\boldsymbol\mu\times\mathbf r)=(\mathbf B\cdot\boldsymbol\mu)r^2-(\mathbf B\cdot\mathbf r)(\boldsymbol\mu\cdot\mathbf r)$ it is the diamagnetic shielding operator $\tfrac12\alpha^2K[\mathbf B\cdot\boldsymbol\mu-(\mathbf B\cdot\hat{\mathbf r})(\boldsymbol\mu\cdot\hat{\mathbf r})]/r$. The program verifies (3) and $H^{(2)}=\tfrac12KA^2$ symbolically, for unspecified functions $K$, $\mathbf A$ and spinor, by applying the three factors of the definition one after the other.

Limit: in a region of constant potential $V_0$ the gradient vanishes and every magnetic term of section 3 is multiplied by the constant $K$. The spin $g$ value there is $2K$, which equals 2 only for $V_0=0$. This is the physical content of the convention $V(\infty)=0$.

## 5. The Zeeman operator

Put $\mathbf A=\mathbf A_B$ in (3). In the orbital part, $K\mathbf A\cdot\mathbf p=\tfrac12K\,\mathbf B\cdot\mathbf L$ and $\mathbf p\cdot K\mathbf A=\tfrac12\mathbf B\cdot\mathbf L\,K$, by the two relations of section 3. The order matters when $K$ is not symmetric under rotation about the axis through the origin along $\mathbf B$, since $\mathbf B\cdot\mathbf L$ then acts on $K$. For the gradient term use $\mathbf a\times(\mathbf b\times\mathbf c)=\mathbf b(\mathbf a\cdot\mathbf c)-\mathbf c(\mathbf a\cdot\mathbf b)$:

$$\nabla K\times(\mathbf v\times\mathbf r)=\mathbf v\,(\mathbf r\cdot\nabla K)-\mathbf r\,(\mathbf v\cdot\nabla K).\tag{4}$$

Collecting the factors $\tfrac12$ from (3) and $\tfrac12$ from $\mathbf A_B$,

$$H_Z=\tfrac14\big(K\,\mathbf B\cdot\mathbf L+\mathbf B\cdot\mathbf L\,K\big)+\tfrac12K\,\boldsymbol\sigma\cdot\mathbf B+\tfrac14\big[(\mathbf r\cdot\nabla K)\,\boldsymbol\sigma\cdot\mathbf B-(\boldsymbol\sigma\cdot\mathbf r)(\mathbf B\cdot\nabla K)\big].\tag{5}$$

For spherical $K$, $\nabla K=K'\hat{\mathbf r}$ and $\mathbf L$ commutes with $K$:

$$H_Z=\tfrac12K\,\mathbf B\cdot(\mathbf L+\boldsymbol\sigma)+\tfrac14\,rK'\big[\boldsymbol\sigma\cdot\mathbf B-(\boldsymbol\sigma\cdot\hat{\mathbf r})(\mathbf B\cdot\hat{\mathbf r})\big].\tag{6}$$

For the point charge $rK'=ar/(r+a)^2$, a function of $r/a$ alone, of the kind section 1 allowed. It vanishes at both ends, has its maximum $\tfrac14$ at $r=a$, and goes to zero as $a\to0$ at fixed $r$, which restores $\tfrac12\mathbf B\cdot(\mathbf L+\boldsymbol\sigma)$.

The last term of (5) contains $\mathbf r$ explicitly, so the dependence on the gauge origin has to be examined. Moving the origin to $\mathbf O$ adds the constant $\mathbf A_0=-\tfrac12\mathbf B\times\mathbf O$ to $\mathbf A$. Let $\Lambda=\mathbf A_0\cdot\mathbf r$. Then $[\boldsymbol\sigma\cdot\mathbf p,\Lambda]=-i\,\boldsymbol\sigma\cdot\mathbf A_0$, while $\Lambda$ commutes with $V$ and $K$, and

$$i[H^{(0)},\Lambda]=\tfrac{i}{2}\big([\boldsymbol\sigma\cdot\mathbf p,\Lambda]\,K\,\boldsymbol\sigma\cdot\mathbf p+\boldsymbol\sigma\cdot\mathbf p\,K\,[\boldsymbol\sigma\cdot\mathbf p,\Lambda]\big)=\tfrac12\big(\boldsymbol\sigma\cdot\mathbf A_0\,K\,\boldsymbol\sigma\cdot\mathbf p+\boldsymbol\sigma\cdot\mathbf p\,K\,\boldsymbol\sigma\cdot\mathbf A_0\big).$$

This is $H^{(1)}$ for $\mathbf A_0$, that is $\tfrac12\{\mathbf p,K\mathbf A_0\}+\tfrac12\boldsymbol\sigma\cdot(\nabla K\times\mathbf A_0)$. Between two bound eigenstates of $H^{(0)}$ the commutator gives $i(E_m-E_n)\Lambda_{mn}$, which is zero within a level. First-order Zeeman energies are therefore independent of the origin, for the full operator with its $\nabla K$ term and for exact eigenstates; in an incomplete basis the argument does not apply. Equation (5) and this commutator are tested numerically at two points in space with a non-spherical $K$ and a spinor of no symmetry.

The first-order magnetic operator is now known for general $K$, and with it the Zeeman operator, whose first-order energies do not depend on the gauge origin for exact eigenstates. The hyperfine operator remains, with the question whether a true delta function survives in it.
